# Effective Spin Lifetime from the Half-Width of a Hanle Curve: verification in Python

```python
"""Hanle effect: effective spin lifetime from the depolarisation half-width.

Result under test:
    S_z(B)/S_z(0) = 1/(1 + (B/B_h)^2),   B_h = hbar/(|g| mu_B T_s),
    1/T_s = 1/tau + 1/tau_s
B_h   half-width at half-maximum of the curve (field perpendicular to light)
g     electron g-factor;  mu_B Bohr magneton
tau   recombination time; tau_s spin relaxation time; T_s effective lifetime
S     mean electron spin in units of hbar (at most 1/2)
The independent road is a master equation for the 2x2 spin density matrix.
Times are in ns and rates in 1/ns unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, null_space
from scipy.optimize import brentq

mu_B = const.physical_constants["Bohr magneton"][0]
hbar, k_B = const.hbar, const.k

# Inputs: chosen example values and rough material values
half_width = 0.100          # T
half_width_error = 0.005    # T
g_factor = -0.44
g_error = 0.01
tau = 0.5                   # ns
spin_zero_field = 0.10
temperature = 10.0          # K
mobility = 3000.0           # cm^2/(V s)
tilt_deg = 1.0              # departure of field from perpendicular
full_nuclear_field = 5.0    # T, rough, GaAs with all nuclei polarised
g_room = 0.30               # rough magnitude in GaAs at room temperature


def lifetime_from_width(width, g):
    """Derived formula, result in ns."""
    return hbar / (abs(g) * mu_B * width) * 1e9


T_s = lifetime_from_width(half_width, g_factor)
tau_s = 1 / (1 / T_s - 1 / tau)
spin_initial = spin_zero_field * tau / T_s
omega = abs(g_factor) * mu_B * half_width / hbar * 1e-9   # rad/ns
assert 0 < spin_initial <= 0.5

# Master equation: precession, recombination and random Pauli spin flips
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
one = np.eye(2)


def mean_spin(field, g, tau_rec, flip_rates, tilt=0.0, s_init=spin_initial):
    """Steady mean spin vector; flip_rates are the rates of x, y, z flips."""
    scale = g * mu_B * field / (2 * hbar) * 1e-9
    ham = scale * (np.cos(tilt) * pauli[0] + np.sin(tilt) * pauli[2])
    gen = -1j * (np.kron(ham, one) - np.kron(one, ham.T))
    for rate, sig in zip(flip_rates, pauli):
        gen = gen + rate * (np.kron(sig, sig.T) - np.eye(4))
    gen = gen - np.eye(4) / tau_rec
    source = (one + 2 * s_init * pauli[2]) / 2 / tau_rec
    rho = np.linalg.solve(gen, -source.reshape(4)).reshape(2, 2)
    trace = np.trace(rho).real
    return np.array([np.trace(s @ rho).real / 2 / trace for s in pauli])


def isotropic(relax_time):
    return [1 / (4 * relax_time)] * 3


def numerical_half_width(g, tau_rec, flip_rates):
    peak = mean_spin(0, g, tau_rec, flip_rates)[2]
    return brentq(lambda b: mean_spin(b, g, tau_rec, flip_rates)[2] / peak
                  - 0.5, 1e-4, 2.0, xtol=1e-13)


# Half-width and zero-field spin from the master equation
width_found = numerical_half_width(g_factor, tau, isotropic(tau_s))
assert abs(width_found / half_width - 1) < 1e-8
peak_spin = mean_spin(0, g_factor, tau, isotropic(tau_s))[2]
assert abs(peak_spin - spin_zero_field) < 1e-10

# Whole curve against the Lorentzian and against the average over spin ages
curve_fields = [0.05, 0.10, 0.20, 0.30]
curve = []
for b in curve_fields:
    ratio = mean_spin(b, g_factor, tau, isotropic(tau_s))[2] / peak_spin
    turn = omega * T_s * b / half_width      # angle turned in one lifetime
    age_average = quad(lambda u: np.exp(-u) * np.cos(turn * u), 0, 40,
                       limit=200)[0]
    assert abs(ratio - 1 / (1 + (b / half_width) ** 2)) < 1e-9
    assert abs(ratio - age_average) < 1e-7
    curve.append(ratio)

# Sign of g: the z spin is unchanged, the y spin reverses
spin_neg = mean_spin(half_width, g_factor, tau, isotropic(tau_s))
spin_pos = mean_spin(half_width, -g_factor, tau, isotropic(tau_s))
assert abs(spin_neg[2] - spin_pos[2]) < 1e-12
assert abs(spin_neg[1] + spin_pos[1]) < 1e-12 and abs(spin_neg[1]) > 0.01
assert abs(spin_pos[1] + spin_pos[2]) < 1e-9   # s_y = -Omega T_s s_z

# Another pair of times with the same T_s gives the same width
tau_other = 1.0
tau_s_other = 1 / (1 / T_s - 1 / tau_other)
width_other = numerical_half_width(g_factor, tau_other, isotropic(tau_s_other))
assert abs(width_other / half_width - 1) < 1e-8

# Error propagation against random sampling (second-order terms near 1 %)
relative_error = np.hypot(half_width_error / half_width,
                          g_error / abs(g_factor))
rng = np.random.default_rng(1)
sample = lifetime_from_width(rng.normal(half_width, half_width_error, 200000),
                             rng.normal(g_factor, g_error, 200000))
assert abs(sample.std() / T_s / relative_error - 1) < 0.03

# Anisotropic relaxation: in-plane spin lives twice as long as z spin
well_rates = [1 / (4 * tau_s), 1 / (4 * tau_s), 0.0]
well_width = numerical_half_width(g_factor, tau, well_rates)
T_y = 1 / (1 / tau + 1 / (2 * tau_s))
well_reading = lifetime_from_width(well_width, g_factor)
assert abs(well_reading / np.sqrt(T_s * T_y) - 1) < 1e-8

# Misaligned field: spin left along the field, and z spin that never decays
tilt = np.radians(tilt_deg)
tilted = mean_spin(half_width, g_factor, tau, isotropic(tau_s), tilt)
spin_along = tilted @ np.array([np.cos(tilt), 0, np.sin(tilt)])
assert abs(spin_along - spin_zero_field * np.sin(tilt)) < 1e-10
strong = mean_spin(100.0, g_factor, tau, isotropic(tau_s), tilt)
residue = strong[2] / peak_spin
assert abs(residue - np.sin(tilt) ** 2) < 5e-6

# Nuclear spin 3/2 driven by electron-nuclear flip-flops, no leakage
nuc_I = 1.5
levels = np.arange(-nuc_I, nuc_I + 1)
rate_matrix = np.zeros((4, 4))
for i, m in enumerate(levels[:-1]):
    strength = nuc_I * (nuc_I + 1) - m * (m + 1)
    up = strength * (0.5 + spin_along)
    down = strength * (0.5 - spin_along)
    rate_matrix[i + 1, i] += up
    rate_matrix[i, i] -= up
    rate_matrix[i, i + 1] += down
    rate_matrix[i + 1, i + 1] -= down
population = null_space(rate_matrix)[:, 0]
population = population / population.sum()
nuclear_polarisation = population @ levels / nuc_I
assert abs(nuclear_polarisation / (10 / 3 * spin_along) - 1) < 1e-3
nuclear_field = full_nuclear_field * nuclear_polarisation

# Thermal spin along the field, formula against the Gibbs state
zeeman = abs(g_factor) * mu_B * half_width
thermal_spin = 0.5 * np.tanh(zeeman / (2 * k_B * temperature))
gibbs = expm(-zeeman * pauli[0] / (2 * k_B * temperature))
gibbs_spin = abs(np.trace(pauli[0] @ gibbs).real / 2 / np.trace(gibbs).real)
assert abs(gibbs_spin / thermal_spin - 1) < 1e-8

# Cyclotron angle between collisions equals mobility times field
cyclotron_angle = mobility * 1e-4 * half_width

print(f"Half-width at half-maximum: {half_width:.3f} T")
print(f"Error of half-width: {half_width_error:.3f} T")
print(f"g-factor: {g_factor:.2f}, error {g_error:.2f}")
print(f"hbar: {hbar:.5e} J s")
print(f"Bohr magneton: {mu_B:.5e} J/T")
print(f"Zeeman splitting at half-width: {zeeman:.4e} J")
print(f"Zeeman splitting at half-width: {zeeman / const.e * 1e6:.3f} ueV")
print(f"Precession rate at half-width: {omega:.3f} rad/ns")
print(f"Effective spin lifetime T_s: {T_s:.4f} ns")
print(f"Effective spin lifetime T_s: {T_s * 1e3:.1f} ps")
print(f"Relative error of T_s: {100 * relative_error:.1f} %")
print(f"Error of T_s: {T_s * relative_error:.3f} ns")
print(f"T_s if 0.1 T were the full width: "
      f"{lifetime_from_width(half_width / 2, g_factor):.3f} ns")
print(f"Half-width from master equation: {width_found:.6f} T")
for b, ratio in zip(curve_fields, curve):
    print(f"Polarisation ratio at {b:.2f} T (master eq.): {ratio:.4f}")
print(f"Recombination time tau: {tau:.2f} ns")
print(f"Spin relaxation time tau_s: {tau_s:.3f} ns")
print(f"Zero-field mean spin: {spin_zero_field:.3f} (units of hbar)")
print(f"Implied initial mean spin: {spin_initial:.3f} (units of hbar)")
print(f"Other pair, tau: {tau_other:.2f} ns, tau_s: {tau_s_other:.3f} ns")
print(f"Half-width for other pair (master eq.): {width_other:.6f} T")
print(f"Well case, in-plane lifetime T_y: {T_y:.3f} ns")
print(f"Well case, half-width (master eq.): {well_width:.4f} T")
print(f"Well case, lifetime read from width: {well_reading:.3f} ns")
print(f"Well case, reading above T_z by: {100 * (well_reading / T_s - 1):.1f} %")
print(f"Field misalignment: {tilt_deg:.1f} degree")
print(f"Spin along misaligned field: {spin_along:.5f} (units of hbar)")
print(f"Polarisation ratio left at high field: {residue:.2e}")
print(f"Field of fully polarised nuclei (rough): {full_nuclear_field:.1f} T")
print(f"Nuclear polarisation, upper limit: {100 * nuclear_polarisation:.2f} %")
print(f"Nuclear field, upper limit: {nuclear_field * 1e3:.0f} mT")
print(f"Nuclear field / half-width: {100 * nuclear_field / half_width:.0f} %")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal spin along field: {thermal_spin:.5f} (units of hbar)")
print(f"Mobility: {mobility:.0f} cm^2/(V s)")
print(f"Cyclotron angle between collisions: {cyclotron_angle:.3f} rad")
print(f"Its square (relative change of relaxation): {cyclotron_angle**2:.1e}")
print(f"Room-temperature g magnitude (rough): {g_room:.2f}")
print(f"T_s for same width with that g: "
      f"{lifetime_from_width(half_width, g_room):.2f} ns")
print("OK")
```

Running it gives:

```
Half-width at half-maximum: 0.100 T
Error of half-width: 0.005 T
g-factor: -0.44, error 0.01
hbar: 1.05457e-34 J s
Bohr magneton: 9.27401e-24 J/T
Zeeman splitting at half-width: 4.0806e-25 J
Zeeman splitting at half-width: 2.547 ueV
Precession rate at half-width: 3.869 rad/ns
Effective spin lifetime T_s: 0.2584 ns
Effective spin lifetime T_s: 258.4 ps
Relative error of T_s: 5.5 %
Error of T_s: 0.014 ns
T_s if 0.1 T were the full width: 0.517 ns
Half-width from master equation: 0.100000 T
Polarisation ratio at 0.05 T (master eq.): 0.8000
Polarisation ratio at 0.10 T (master eq.): 0.5000
Polarisation ratio at 0.20 T (master eq.): 0.2000
Polarisation ratio at 0.30 T (master eq.): 0.1000
Recombination time tau: 0.50 ns
Spin relaxation time tau_s: 0.535 ns
Zero-field mean spin: 0.100 (units of hbar)
Implied initial mean spin: 0.193 (units of hbar)
Other pair, tau: 1.00 ns, tau_s: 0.349 ns
Half-width for other pair (master eq.): 0.100000 T
Well case, in-plane lifetime T_y: 0.341 ns
Well case, half-width (master eq.): 0.0871 T
Well case, lifetime read from width: 0.297 ns
Well case, reading above T_z by: 14.8 %
Field misalignment: 1.0 degree
Spin along misaligned field: 0.00175 (units of hbar)
Polarisation ratio left at high field: 3.06e-04
Field of fully polarised nuclei (rough): 5.0 T
Nuclear polarisation, upper limit: 0.58 %
Nuclear field, upper limit: 29 mT
Nuclear field / half-width: 29 %
Temperature: 10 K
Thermal spin along field: 0.00074 (units of hbar)
Mobility: 3000 cm^2/(V s)
Cyclotron angle between collisions: 0.030 rad
Its square (relative change of relaxation): 9.0e-04
Room-temperature g magnitude (rough): 0.30
T_s for same width with that g: 0.38 ns
OK
```
